# Inferring a Relaxation Time from a Miniband Drift-Velocity Peak

**The situation.** In a wide-gap semiconductor with a natural superlattice of period \(d=0.75\) nm, the electron drift velocity along the superlattice axis is reported to peak at a field of 150 kV/cm. Assume that the electrons occupy one miniband of full width \(W\),

\[
E(k)=\frac W2\,(1-\cos kd),
\]

and that collisions return the distribution to thermal equilibrium at one constant rate \(1/\tau\). The field is steady and uniform and points along the axis. Where numbers are needed, take \(W=130\) meV, a lattice temperature \(T=300\) K and an electron density of \(10^{16}\) cm\(^{-3}\).

Let \(e>0\), let \(F\) be the magnitude of the field, and count \(k\) and velocity as positive along the force on the electron. Then \(\hbar\,dk/dt=eF\).

## (a) The velocity–field relation

**Question.** Derive the drift velocity \(v(F)\) from the Boltzmann equation.

**Answer.** Put \(\theta=kd\) and \(\Omega=eFd/\hbar\), so that \(d\theta/dt=\Omega\). Let \(f(\theta)\) be the steady distribution and \(f_0(\theta)\) the equilibrium one, both normalized to one over \(-\pi<\theta\le\pi\). Drift through the zone balances collisions:

\[
\Omega\frac{df}{d\theta}=-\frac{f-f_0}{\tau}.
\]

Define the averages \(S=\int f\sin\theta\,d\theta\), \(C=\int f\cos\theta\,d\theta\) and \(C_0=\int f_0\cos\theta\,d\theta\). Multiply the equation by \(\sin\theta\) and integrate by parts. The boundary term vanishes because \(f\) is periodic, and \(\int f_0\sin\theta\,d\theta=0\) because \(f_0\) is even:

\[
-\Omega C=-\frac S\tau\quad\Rightarrow\quad S=xC,\qquad x=\Omega\tau=\frac{eFd\tau}{\hbar}.
\]

Multiplying by \(\cos\theta\) gives, since \(\int f'\cos\theta\,d\theta=+\int f\sin\theta\,d\theta\),

\[
\Omega S=-\frac{C-C_0}\tau\quad\Rightarrow\quad C=C_0-xS.
\]

Substituting the second result into the first gives \(S=xC_0-x^2S\), hence

\[
S=\frac{C_0x}{1+x^2},\qquad C=\frac{C_0}{1+x^2}.
\]

The group velocity is \((1/\hbar)\,dE/dk=(Wd/2\hbar)\sin\theta\). Its average is

\[
v=\frac{Wd}{2\hbar}\,C_0\,\frac{x}{1+x^2}.
\]

The two factors of \(x\) have separate meanings. The field shifts the distribution along the band, which raises \(S\). It also spreads the electrons over the zone, which lowers \(C\) and with it the net velocity that a shift can produce.

## (b) The time inferred from the peak

**Question.** Show that the curve has a single maximum for \(F>0\), and infer \(\tau\) from the reported peak. Does the peak require electrons to complete Bloch oscillations?

**Answer.** For \(x>0\),

\[
\frac12-\frac{x}{1+x^2}=\frac{1+x^2-2x}{2(1+x^2)}=\frac{(1-x)^2}{2(1+x^2)}\ge0,
\]

with equality only at \(x=1\). The derivative of \(x/(1+x^2)\) is \((1-x^2)/(1+x^2)^2\), so the velocity rises before this point and falls after it. At the peak field \(F_p\), therefore,

\[
\tau=\frac{\hbar}{eF_pd}.
\]

Since 150 kV/cm is 0.015 V/nm, the energy gained from the field over one period is

\[
eF_pd=0.015\times0.75\ \text{eV}=11.25\ \text{meV},
\]

\[
\tau=\frac{0.658212\ \text{eV fs}}{0.01125\ \text{eV}}=58.5\ \text{fs}=5.85\times10^{-14}\ \text{s}.
\]

As a check, the Boltzmann equation was solved numerically on a grid of wave vectors with this \(\tau\) and the stated \(W\), \(d\) and \(T\). Its velocity maximum fell at 150.000 kV/cm.

Complete oscillations are not required. A Bloch period is \(2\pi/\Omega=2\pi\tau\) at the peak, or 368 fs. The probability of surviving that long without a collision is \(e^{-2\pi}\approx0.002\). The velocity begins to fall when an electron typically advances by one radian of \(\theta\) between collisions.

The inference runs one way. If this model describes the transport, the peak fixes \(\tau\). A velocity peak alone does not establish the model, since transfer to slower valleys can also produce one.

## (c) Velocity, mobility and energy

**Question.** Find the peak velocity for a nondegenerate gas, the low- and high-field limits, and the energy an electron gains per relaxation time at the peak.

**Answer.** In equilibrium \(f_0\propto e^{-E/k_BT}\propto e^{z\cos\theta}\) with \(z=W/2k_BT\). The integral form of the modified Bessel functions,

\[
I_n(z)=\frac1\pi\int_0^\pi e^{z\cos\theta}\cos n\theta\,d\theta,
\]

gives \(C_0=I_1(z)/I_0(z)\). With \(k_BT=25.85\) meV, \(z=2.51\) and \(C_0=0.7665\). At \(x=1\),

\[
v_p=\frac{WdC_0}{4\hbar}=\frac{0.130\times0.75\times0.7665}{4\times0.658212}\ \frac{\text{nm}}{\text{fs}}=0.0284\ \frac{\text{nm}}{\text{fs}}=2.84\times10^6\ \text{cm/s}.
\]

Because \(x=F/F_p\), the whole curve can be written

\[
v=\frac{2v_p\,F/F_p}{1+(F/F_p)^2}.
\]

For \(F\ll F_p\) this is \(v=\mu F\) with

\[
\mu=\frac{2v_p}{F_p}=\frac{2\times2.84\times10^6}{1.5\times10^5}\approx38\ \text{cm}^2/\text{Vs}.
\]

Inserting \(v_p\) and \(F_p\) gives the equivalent form \(\mu=e\tau C_0/m_b\). Here \(m_b=2\hbar^2/(Wd^2)\) is the mass at the miniband bottom, 2.08 electron masses. The factor \(C_0<1\) appears because warm electrons also occupy states where the band is less curved.

For \(F\gg F_p\), \(v\to2v_pF_p/F\). The velocity falls, but the absorbed power does not. Using \(eF=\hbar x/(d\tau)\),

\[
eFv\tau=\frac{\hbar x}{d}\,\frac{Wd}{2\hbar}S=\frac W2\,xS=\frac W2(C_0-C).
\]

The right side is the rise in mean band energy above equilibrium, so the energy balance closes. At the peak \(C=C_0/2\), and the rise is \(WC_0/4=24.9\) meV. At high field it tends to \(WC_0/2\), with the electrons spread evenly over the miniband.

## (d) What leaves the peak in place

**Question.** With \(\tau\) held fixed, how do temperature, band filling, and a miniband width that depends on transverse momentum affect \(F_p\)?

**Answer.** Part (a) used only the evenness and normalization of \(f_0\). Temperature and filling enter through \(C_0\), which multiplies the curve without changing its shape. At 450 K the peak velocity drops to \(2.36\times10^6\) cm/s. With a Fermi level at mid-miniband and \(T=300\) K, counting only the axial states of a one-dimensional band, it is \(1.72\times10^6\) cm/s. The numerical solution places both peaks at \(x=1.00000\).

An axial field does not change the transverse momentum \(\mathbf k_\perp\). Integrating the Boltzmann equation over \(\theta\) at fixed \(\mathbf k_\perp\) shows that each such slice keeps its equilibrium population. Each slice then contributes its own prefactor times the same \(x/(1+x^2)\), so \(F_p\) is again unchanged.

In a real crystal \(\tau\) itself varies with temperature. A shift of \(F_p\) on heating would, within this model, measure that variation.

## (e) How sharply the peak fixes the time

**Question.** Velocities can be resolved to 1%. What range of \(\tau\) could be read from the top of the curve? Suggest a better use of the data, and state the effect of an error in the period.

**Answer.** Set \(v=qv_p\). Then \(2x/(1+x^2)=q\), or \(qx^2-2x+q=0\), with roots

\[
x_\pm=\frac{1\pm\sqrt{1-q^2}}{q}.
\]

For \(q=0.99\), \(\sqrt{1-q^2}=0.141\), so \(x_-=0.868\) and \(x_+=1.153\). The velocity stays within 1% of its maximum from 130 to 173 kV/cm. Choosing the peak anywhere in that window would give times from 67 down to 51 fs. Quoting 58.5 fs to three digits reports the arithmetic for a field of 150 kV/cm, not the precision of an experiment.

The whole curve contains more information. Rearranging \(v=\mu F/(1+F^2/F_p^2)\) gives

\[
\frac Fv=\frac1\mu+\frac{F^2}{\mu F_p^2}.
\]

A plot of \(F/v\) against \(F^2\) should be a straight line, and its intercept divided by its slope is \(F_p^2\). Curvature in the plot shows that the simple model fails.

Since \(\tau\propto1/d\), taking the period as 1.50 nm would halve the inferred time to 29 fs. The correct \(d\) is the one that appears in the dispersion \(\cos kd\).

## (f) Additional elastic scattering

**Question.** Let energy relax at the rate \(1/\tau_E\), and let elastic backscattering also exchange \(k\) and \(-k\). What does the peak then measure? Can the ratio \(v_p/(\mu F_p)\) reveal the extra process?

**Answer.** The kinetic equation becomes

\[
\Omega\frac{df}{d\theta}=-\frac{f-f_0}{\tau_E}-\frac{f(\theta)-f(-\theta)}{2\tau_{el}}.
\]

The new term is odd in \(\theta\), so it does not affect the cosine average. In the sine average the two halves add and give \(-S/\tau_{el}\). With \(1/\tau_m=1/\tau_E+1/\tau_{el}\),

\[
\Omega C=\frac S{\tau_m},\qquad \Omega S=\frac{C_0-C}{\tau_E}.
\]

Insert \(C=S/(\Omega\tau_m)\) in the second equation and multiply by \(\Omega\tau_m\tau_E\):

\[
\Omega^2\tau_m\tau_ES=\Omega\tau_mC_0-S
\quad\Rightarrow\quad
S=\frac{C_0\,\Omega\tau_m}{1+\Omega^2\tau_E\tau_m}.
\]

With \(y=\Omega\sqrt{\tau_E\tau_m}\), this is \(S=C_0\sqrt{\tau_m/\tau_E}\;y/(1+y^2)\). The maximum is at \(y=1\), so

\[
\frac{\hbar}{eF_pd}=\sqrt{\tau_E\tau_m}.
\]

The peak measures a geometric mean. Suppose \(1/\tau_{el}=3/\tau_E\). (Each reversal changes the sign of \(\sin\theta\), so this corresponds to reversals at the rate \(1/(2\tau_{el})\), which is 1.5 times the energy-relaxation rate.) Then \(\tau_m=\tau_E/4\), and the same 150 kV/cm corresponds to \(\tau_E=117\) fs and \(\tau_m=29\) fs.

The shape \(y/(1+y^2)\) is unchanged, so \(v_p/(\mu F_p)\) remains \(1/2\) and cannot reveal the process. The height can: the peak velocity is lower by \(\sqrt{\tau_m/\tau_E}\), here one half. Using this requires independent knowledge of \(W\) and \(C_0\).

## (g) Band shape and energy-dependent scattering

**Question.** Estimate how the inferred time changes if the band contains a second harmonic, or if the scattering rate varies across the miniband.

**Answer.** Take \(E=\text{const}-(W/2)(\cos\theta+a\cos2\theta)\). The velocity is now \((Wd/2\hbar)(\sin\theta+2a\sin2\theta)\). Repeating part (a) with \(\sin2\theta\) and \(\cos2\theta\) replaces \(x\) by \(2x\), since each derivative brings down a factor 2. Hence

\[
v=\frac{Wd}{2\hbar}\left[\frac{c_1x}{1+x^2}+2a\,c_2\,\frac{2x}{1+4x^2}\right],
\]

where \(c_n\) is the equilibrium average of \(\cos n\theta\). The second fraction peaks at \(x=1/2\) and is falling at \(x=1\). For small \(a\), \(c_2\) is close to \(I_2(z)/I_0(z)>0\), so positive \(a\) moves the peak to smaller \(x\). For a peak held at 150 kV/cm, the required time is 55.4 fs at \(a=+0.1\) and 60.9 fs at \(a=-0.1\). These are changes of about 5% and 4% relative to 58.5 fs.

Next let the rate be proportional to \(1-\tfrac13\cos\theta\), which doubles from bottom to top of the miniband. The local time is then 87.8 fs at the bottom, 58.5 fs in the middle and 43.9 fs at the top. In the numerical solution electrons re-enter with a distribution proportional to rate times \(f_0\), which conserves their number and preserves equilibrium at zero field. The peak moves to 155 kV/cm, and the simple formula reads 56.6 fs.

This reading is close to the mid-band time, although equilibrium electrons gather near the bottom. Averaging the rate over equilibrium would give \(58.5/(1-0.7665/3)=78.6\) fs, which is far from the reading. The time read from the peak therefore cannot be taken as the inverse of the equilibrium average rate.

## (h) Checking the remaining assumptions

**Question.** For the given numbers, assess the semiclassical single-band picture, breakdown and degeneracy. Take a gap of 100 meV to the next miniband, a main gap of roughly 3 eV with tunnelling mass 0.3 electron masses, a breakdown field of roughly 2 MV/cm, and one valley with transverse mass 0.4 electron masses.

**Answer.** *Semiclassical motion.* At the peak, the field energy per period and the level broadening \(\hbar/\tau\) are both 11.25 meV, or 0.087 of \(W\). The Bloch oscillation extends over \(W/eF_p=8.7\) nm, about 12 periods. A band description is therefore reasonable. With the constant-rate collision term assumed here, a density-matrix calculation for the same band gives the same velocity curve. Quantum corrections would have to enter through the collisions themselves. The ratio of 11.25 meV to \(k_BT\) is 0.44, which is not very small, so an effect of the field on the collisions cannot be ruled out.

*Tunnelling to the next miniband.* Near the zone edge, couple two plane waves \(k\) and \(k-2\pi/d\) of mass \(m\) by \(G/2\), where \(G\) is the minigap. Their energy difference is

\[
\delta=\frac{\hbar^2}{2m}\left[k^2-\left(k-\frac{2\pi}d\right)^2\right],\qquad
\frac{d\delta}{dt}=\frac{2\pi\hbar^2}{md}\,\frac{eF}\hbar .
\]

The Landau–Zener probability \(P=\exp[-2\pi(G/2)^2/(\hbar\,|d\delta/dt|)]\) becomes \(\exp[-G^2md/(4\hbar^2eF)]\). Placing the lower edge at \(W\) requires \(\varepsilon=\pi^2\hbar^2/(2md^2)=W+G/2=180\) meV, with the small shift of the band bottom neglected. Eliminating \(m\),

\[
P=\exp\left[-\frac{\pi^2G^2}{8\,eFd\,\varepsilon}\right]=e^{-6.09}=2.3\times10^{-3}
\]

per passage of the zone edge. Direct integration of the two-wave Schrödinger equation over one Bloch period gives \(2.26\times10^{-3}\), which supports the Landau–Zener step within the two-wave model. The two-wave band is not the cosine band: at the zone edge it is about four times more strongly curved. Choosing the coupling slope to match the cosine curvature at the same minigap doubles the exponent to about 12 and gives \(P\approx5\times10^{-6}\). Both values are small, but \(W\) and \(G\) alone fix \(P\) only to within orders of magnitude. It depends exponentially on \(G^2\), and a much smaller minigap would invalidate the single-band model.

*Main gap and breakdown.* For a triangular barrier the tunnelling exponent is

\[
2\int_0^{E_g/eF}\frac{\sqrt{2m_t(E_g-eFs)}}{\hbar}\,ds=\frac{4\sqrt{2m_t}\,E_g^{3/2}}{3\hbar eF}\approx1300,
\]

with \(m_t\) the tunnelling mass. This form uses one parabolic band throughout the barrier. Replacing the barrier energy \(u=E_g-eFs\) under the root by the two-band form \(u(E_g-u)/E_g\) multiplies the exponent by \(3\pi/16\), which gives about 760. The process is negligible in either case. The breakdown field is about 13 times \(F_p\), so breakdown is not expected at the peak. The narrow miniband alone does not guarantee this. It limits only the axial energy, while scattering can pass energy gained from the field into transverse motion.

*Degeneracy.* Including spin, the transverse motion has \(m_\perp/(\pi\hbar^2)\) states per area and energy. For small fugacity \(\zeta\), measured from the miniband bottom,

\[
n=\zeta\,\frac{m_\perp k_BT}{\pi\hbar^2d}\,e^{-z}I_0(z).
\]

The given density yields \(\zeta=6.5\times10^{-4}\), so Boltzmann statistics are justified.

## (i) Comparison with a real material

**Question.** Relate the model to c-axis transport in 6H silicon carbide. Which assumption deserves most caution?

**Answer.** Half the c-axis of 6H silicon carbide is roughly 0.75 nm, so \(d\) is realistic. Its electron mass along that axis is roughly 2 electron masses. For a pure cosine band this mass gives \(W=2\hbar^2/(md^2)\approx135\) meV, close to the value used. The mass alone does not fix \(W\): with a flatter band bottom, the same mass would imply a wider miniband. The minigap is a chosen value. The model mobility of 38 cm\(^2\)/Vs is low for lightly doped material, where a value nearer 100 is a rough guide. A cosine band cannot close this gap: with this mass and \(\tau=58.5\) fs the mobility is at most \(e\tau/m\approx51\) cm\(^2\)/Vs, and the elastic process of part (f) only lowers it. At the same mass and peak field, \(a=-0.18\) gives about 94 cm\(^2\)/Vs, but it needs \(W\approx480\) meV and \(\tau\approx66\) fs. The constant \(\tau\) deserves most caution. Optical phonons in this material carry roughly 100 meV, about four times the 24.9 meV gained per relaxation time at the peak, so energy loss is neither continuous nor equally likely at all energies. In the example of part (g), a twofold variation in rate made the peak reading 36% shorter than the time at the miniband bottom. A band bottom flatter than a cosine corresponds to negative \(a\). Two minima placed symmetrically about \(\theta=0\) would require \(a<-1/4\), because the curvature at \(\theta=0\) is proportional to \(1+4a\), and this lies outside the cases computed above.

A device also measures current and voltage, not velocity and local field. Above \(F_p\), where \(dv/dF<0\), a small excess density \(\delta n\) carried with the flow obeys, when diffusion is neglected,

\[
\frac{d\,\delta n}{dt}=-\frac{en}{\epsilon}\frac{dv}{dF}\,\delta n,
\]

with \(\epsilon\) the permittivity. This follows from continuity together with Gauss's law, \(\partial F/\partial s=e\,\delta n/\epsilon\), where \(s\) is distance along the force. The excess grows as it drifts. Dividing \(v\) by the growth rate gives the distance over which it increases by a factor \(e\):

\[
\ell=\frac{\epsilon F}{en}\,\frac{F^2+F_p^2}{F^2-F_p^2}.
\]

For the given density and a permittivity about ten times that of vacuum, \(\ell\) is about 3 µm at \(F=2F_p\). In a device much longer than \(\ell\) the field can become strongly nonuniform, and the terminal voltage divided by the length then no longer gives the field that belongs in \(\tau=\hbar/(eF_pd)\). In a much shorter one this growth is weak.

The defensible conclusion is an effective relaxation time near 59 fs, conditional on transport in a cosine miniband with a single constant rate and a uniform field. For 6H silicon carbide these conditions do not reproduce the low-field mobility, so the value is a guide to scale only.

## Values computed for the example and the checks

```
period d = 0.75 nm
peak field F_p = 150 kV/cm
miniband width W = 130 meV
temperature T = 300 K
hbar = 0.658212 eV fs
field energy per period e F_p d = 11.250 meV
inferred tau = 58.51 fs = 5.851e-14 s
peak field found by solver = 150.000 kV/cm
thermal energy kT = 25.85 meV
equilibrium mean cosine C0 = 0.7665
peak velocity, formula = 2.8387e+06 cm/s
peak velocity, solver = 2.8387e+06 cm/s
low-field mobility = 37.85 cm2/Vs
band-bottom mass = 2.084 electron masses
energy gained per tau at peak = 24.91 meV
1% velocity window: 130.1 to 172.9 kV/cm
tau read in that window: 50.8 to 67.4 fs
tau if period taken as 1.50 nm = 29.25 fs
(e F_p d)/W = 0.0865
(e F_p d)/kT = 0.435
Bloch oscillation extent W/(e F_p) = 8.67 nm
Bloch period at peak = 367.6 fs
peak velocity at 450 K = 2.3581e+06 cm/s
peak x at 450 K = 1.00000
peak x, Fermi level at mid-miniband = 1.00000
peak velocity, that filling = 1.7200e+06 cm/s
elastic rate / energy-relaxation rate = 3.0
energy time for same F_p = 117.02 fs
momentum time for same F_p = 29.25 fs
peak velocity with elastic / without = 0.5000
tau for second harmonic -10% = 60.85 fs
tau for second harmonic +10% = 55.35 fs
varying rate: time at miniband bottom = 87.76 fs
varying rate: time at miniband middle = 58.51 fs
varying rate: time at miniband top = 43.88 fs
varying rate: peak field = 155.2 kV/cm
varying rate: time read from peak = 56.57 fs
gap to next miniband = 100 meV
mass in two-wave model = 3.714 electron masses
tunnelling per edge passage, direct = 2.256e-03
tunnelling per edge passage, formula = 2.260e-03
main gap (rough) = 3.0 eV
main-gap tunnelling mass = 0.3 electron masses
main-gap tunnelling exponent = 1296
breakdown field (rough) = 2.0 MV/cm
breakdown field / F_p = 13.3
electron density = 1.0e+16 cm^-3
transverse mass = 0.4 electron masses
fugacity from miniband bottom = 6.45e-04
```
